# Matching a photon mass to an energy cutoff in radiative level shifts, part 1

(Sections cited here and not found follow in the later parts.)

**Q.** I have two halves of a radiative level shift and they do not fit together. The high-energy half comes from the one-loop vertex of a free electron, which diverges at small photon momentum and is made finite by a photon mass \(\lambda\). The low-energy half is a Bethe-type sum over atomic states with massless transverse photons, integrated up to an energy \(\varepsilon\). Each half contains a logarithm, one of \(\lambda\) and one of \(\varepsilon\). I would set \(\lambda=\varepsilon\), since both remove photons below that energy. What is wrong with that?

**A.** Both remove soft photons, but not in the same way, and the logarithm is sensitive to the difference at the level of its constant. The low-energy half covers massless photons below \(\varepsilon\), so the high-energy half it needs is the one with massless photons above \(\varepsilon\). The task is to find the \(\varepsilon\) for which two calculations give the same shift: scheme A, photon mass \(\lambda\) and all momenta; scheme B, massless transverse photons with energy above \(\varepsilon\) in the rest frame of the nucleus. The answer is
\[
\ln\lambda=\ln 2\varepsilon-\tfrac56 ,\qquad \varepsilon=\tfrac12 e^{5/6}\lambda = 1.1505\,\lambda .
\]
It is not an identity. It holds at leading order for a slow electron, with \(\lambda\) and \(\varepsilon\) far above the atomic excitation energies that matter and far below the electron rest energy.

I use atomic units, \(\hbar=m=e=1\), Gaussian fields, \(c=1/\alpha\), so the electron rest energy is \(c^2\). All photon variables are energies: \(\lambda\) is the photon rest energy, \(\kappa=c|\mathbf k|\) for wave vector \(\mathbf k=k\mathbf n\), and \(\omega=\sqrt{\kappa^2+\lambda^2}\). The four-vector is \(q=(\omega,\kappa\mathbf n)\), the metric is \((+,-,-,-)\), and \(q^2=\lambda^2\) on shell. The electron is spinless and nonrelativistic, \(H=p^2/2+V(\mathbf r)\) with a local potential, eigenstates \(|n\rangle\), reference state \(|a\rangle\), and \(\Delta_n=E_n-E_a\). The mass is given only to the photon that the electron emits and reabsorbs; the binding potential \(V\) is left as it is.

**Q.** Before any integral: what exactly is "a photon with mass \(\lambda\)"? A massive vector particle has three polarizations, the covariant calculation sums over four indices, and Bethe's sum has two.

**A.** Scheme A is defined by what the vertex calculation does, which is to use the propagator \(-g_{\mu\nu}/(q^2-\lambda^2)\). This describes four fields \(A^\mu\), each of rest energy \(\lambda\); the three spatial ones are ordinary, and the time component enters with the opposite sign. Whether this equals three physical polarizations has to be shown.

The physical polarizations are the unit vectors orthogonal to \(q\). Two are transverse, \((0,\mathbf e_1)\) and \((0,\mathbf e_2)\) with \(\mathbf e_i\cdot\mathbf n=0\). The third is
\[
e_L=\frac1\lambda(\kappa,\ \omega\mathbf n),\qquad e_L\cdot q=\frac{\kappa\omega-\omega\kappa}{\lambda}=0,\qquad e_L^2=\frac{\kappa^2-\omega^2}{\lambda^2}=-1 .
\]
Their sum obeys \(\sum e^\mu e^\nu=-g^{\mu\nu}+q^\mu q^\nu/\lambda^2\), as each component shows. The \(00\) component is \(\kappa^2/\lambda^2\) on the left and \(-1+\omega^2/\lambda^2\) on the right. The \(0i\) component is \(\kappa\omega n_i/\lambda^2\) on both sides. The \(ij\) component is \(\delta_{ij}-n_in_j+\omega^2n_in_j/\lambda^2\) on the left and \(\delta_{ij}+\kappa^2n_in_j/\lambda^2\) on the right, equal because \(\omega^2/\lambda^2-1=\kappa^2/\lambda^2\). Contracted with a current \(J=(c\rho,\mathbf j)\) that satisfies \(q\cdot J=0\), the \(q^\mu q^\nu\) term drops, so for a real photon the four-index sum and the three-polarization sum are the same number.

The condition \(q\cdot J=0\) reads \(\omega c\rho=\kappa j_L\) with \(j_L=\mathbf n\cdot\mathbf j\). The longitudinal coupling is then
\[
e_L\cdot J=\frac{\kappa\,c\rho-\omega j_L}{\lambda}=\frac{\kappa^2/\omega-\omega}{\lambda}\,j_L=-\frac{\lambda}{\omega}\,j_L .
\]
The large components of \(e_L\) cancel through current conservation, and the longitudinal photon couples to \(|j_L|^2\) with weight \(\lambda^2/\omega^2\). At rest, \(\omega=\lambda\), the weight is one and the three polarizations are equivalent, as rotational symmetry requires when \(\mathbf n\) has no meaning. For \(\omega\gg\lambda\) the mode decouples.

**Q.** That is for a real photon. In a level shift the photon is virtual, and energy is not conserved at the vertex. Write down the shift first, with its factors.

**A.** Each field component is expanded in a box of volume \(\mathcal V\) as \(\sum_{\mathbf k}\mathcal A\,(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r})\). The amplitude follows from the energy density \(\frac1{8\pi}[\dot A^2/c^2+(\nabla A)^2+\mu^2A^2]\) with \(\mu=\lambda/c\). In a state with \(N\) quanta in one mode the three terms give \(\frac{\mathcal V}{8\pi}(\omega^2/c^2+k^2+\mu^2)\mathcal A^2(2N+1)=\frac{\mathcal V}{8\pi}\frac{2\omega^2}{c^2}\mathcal A^2(2N+1)\), and setting this equal to \(\omega(N+\frac12)\) gives \(\mathcal A^2=2\pi c^2/(\omega\mathcal V)\).

For charge \(-1\) the Hamiltonian is \((\mathbf p+\mathbf A/c)^2/2-A^0+V\). The part linear in the field emits a photon with the matrix elements
\[
\rho_{na}=\langle n|e^{-i\mathbf k\cdot\mathbf r}|a\rangle,\qquad \mathbf j_{na}=\tfrac12\langle n|\{\mathbf p,e^{-i\mathbf k\cdot\mathbf r}\}|a\rangle ,
\]
in the combination \(-\frac1c(c\rho A^0-\mathbf j\cdot\mathbf A)\). Second-order perturbation theory with the intermediate energy \(E_n+\omega\), and the opposite sign for the time component, gives
\[
\Delta E_a=-\sum_{\mathbf k}\frac{2\pi}{\omega\mathcal V}\sum_n\frac{|\mathbf j_{na}|^2-c^2|\rho_{na}|^2}{\omega+\Delta_n}+\sum_{\mathbf k}\frac{3\pi}{\omega\mathcal V}.
\]
The last term is the vacuum value of \(\mathbf A^2/2c^2\), three components of \(\mathcal A^2/2c^2\) each. It does not contain the electron's variables and shifts all levels alike.

The sign of the time component can be confirmed on two static unit charges a distance \(\mathbf r\) apart. Either can emit and the other absorb, so the cross term is \(+\sum_{\mathbf k}\mathcal A^2\,(e^{i\mathbf k\cdot\mathbf r}+e^{-i\mathbf k\cdot\mathbf r})/\omega=\frac1{\mathcal V}\sum_{\mathbf k}4\pi e^{i\mathbf k\cdot\mathbf r}/(k^2+\mu^2)=e^{-\mu r}/r\), the repulsive Yukawa potential with the right strength.

The same denominators come from the propagator. The frequency integral of the loop is
\[
\int\frac{dq^0}{2\pi}\,\frac{i}{(q^0)^2-\omega^2+i0}\,\frac{1}{-\Delta-q^0+i0}=-\frac{1}{2\omega(\omega+\Delta)} .
\]
The electron pole \(q^0=-\Delta+i0\) and the photon pole \(-\omega+i0\) lie above the axis; closing below picks up only \(q^0=\omega-i0\), with factor \(-2\pi i\cdot\frac{1}{2\pi}\cdot\frac{i}{2\omega}\cdot\frac{1}{-\Delta-\omega}\). The program tests this by rotating \(q^0=i\tau\) for a positive \(\Delta\) and integrating numerically.

With \(\sum_{\mathbf k}\to\mathcal V\int\kappa^2d\kappa\,d\Omega/(8\pi^3c^3)\) and \(\langle\cdots\rangle_{\mathbf n}=\int d\Omega/4\pi\), the prefactor is \(2\pi\cdot4\pi/(8\pi^3c^3)=\alpha^3/\pi\):
\[
\Delta E_a=-\frac{\alpha^3}{\pi}\int\frac{\kappa^2d\kappa}{\omega}\Big\langle\sum_n\frac{|\mathbf j_T|^2+|j_L|^2-c^2|\rho|^2}{\omega+\Delta_n}\Big\rangle_{\mathbf n}+\text{const}. \tag{1}
\]

**Q.** Now my objection. In (1) the current does not satisfy \(q\cdot J=0\) with \(q^0=\omega\). Why should the weight \(\lambda^2/\omega^2\) survive?

**A.** It survives up to terms that do not depend on the state, and this can be shown without approximation in \(k\). Start from continuity. Since \([\mathbf p,e^{-i\mathbf k\cdot\mathbf r}]=-\mathbf k\,e^{-i\mathbf k\cdot\mathbf r}\) and \(V\) is local,
\[
[H,e^{-i\mathbf k\cdot\mathbf r}]=\tfrac12\big(\mathbf p\cdot[\mathbf p,e^{-i\mathbf k\cdot\mathbf r}]+[\mathbf p,e^{-i\mathbf k\cdot\mathbf r}]\cdot\mathbf p\big)=-\tfrac12\mathbf k\cdot\{\mathbf p,e^{-i\mathbf k\cdot\mathbf r}\},
\]
and between \(\langle n|\) and \(|a\rangle\) this is \(\Delta_n\rho_{na}=-k\,j_L\). For real emission \(\Delta_n=-\omega\), which is the condition \(q\cdot J=0\) again. For a virtual photon the current knows \(\Delta_n\), not \(\omega\): \(c^2|\rho|^2=\kappa^2|j_L|^2/\Delta^2\). The longitudinal and scalar terms of (1) combine into \(|j_L|^2(1-\kappa^2/\Delta^2)/(\omega+\Delta)\). Write \(\Delta^2-\kappa^2=(\Delta-\omega)(\Delta+\omega)+\lambda^2\):
\[
\frac{1-\kappa^2/\Delta^2}{\omega+\Delta}=-\frac{\omega-\Delta}{\Delta^2}+\frac{\lambda^2}{\Delta^2(\omega+\Delta)} .
\]
In the second term use
\[
\frac1{\Delta^2(\omega+\Delta)}=\frac1{\omega^2(\omega+\Delta)}+\frac{\omega-\Delta}{\omega^2\Delta^2},
\]
which holds because over the common denominator \(\omega^2\Delta^2(\omega+\Delta)\) the right side has numerator \(\Delta^2+(\omega^2-\Delta^2)=\omega^2\). Collecting the two terms proportional to \((\omega-\Delta)/\Delta^2\), whose coefficient is \(-1+\lambda^2/\omega^2=-\kappa^2/\omega^2\),
\[
\frac{1-\kappa^2/\Delta^2}{\omega+\Delta}=\frac{\lambda^2}{\omega^2(\omega+\Delta)}-\frac{\kappa^2(\omega-\Delta)}{\omega^2\Delta^2}.
\]
Multiplying by \(|j_L|^2\) and turning the last term back into \(\rho\),
\[
\frac{|j_L|^2-c^2|\rho|^2}{\omega+\Delta}=\frac{\lambda^2}{\omega^2}\frac{|j_L|^2}{\omega+\Delta}-c^2|\rho|^2\,\frac{\omega-\Delta}{\omega^2}.
\]
In this form it also holds for \(\Delta=0\), where continuity gives \(j_L=0\) and both sides equal \(-c^2|\rho|^2/\omega\). The last term has no energy denominator, so the sum over \(n\) can be done. Closure gives \(\sum_n|\rho_{na}|^2=1\). For the first moment, \(e^{i\mathbf k\cdot\mathbf r}\mathbf p\,e^{-i\mathbf k\cdot\mathbf r}=\mathbf p-\mathbf k\), so
\[
\sum_n\Delta_n|\rho_{na}|^2=\langle a|\tfrac12(\mathbf p-\mathbf k)^2+V-E_a|a\rangle=\tfrac12k^2-\mathbf k\cdot\langle\mathbf p\rangle=\tfrac12k^2 ,
\]
because \(\langle\mathbf p\rangle=i\langle[H,\mathbf r]\rangle=0\) in a bound state (for a free electron the term vanishes in the average over \(\mathbf n\)). Therefore
\[
\sum_n\frac{|j_L|^2-c^2|\rho|^2}{\omega+\Delta_n}=\frac{\lambda^2}{\omega^2}\sum_n\frac{|j_L|^2}{\omega+\Delta_n}-\frac{c^2(\omega-k^2/2)}{\omega^2}. \tag{2}
\]
The four fields act on level differences as two transverse modes plus one longitudinal mode of weight \(\lambda^2/\omega^2\). For \(\lambda=0\) only the transverse modes are left, which is why scheme B can be written with these alone. The numerical check with its output, tests continuity, the first-moment sum rule and (2) on a one-dimensional oscillator with a quartic term, at finite \(k\) and with a small model value of \(c\) so that no term is negligible. The two sides of (2) are \(-1.301277594\), \(-1.207875769\) and \(-1.068013993\) atomic units for the three lowest states, equal in all printed digits.

**Q.** Next you will make the dipole approximation. That needs \(kr\ll1\), so \(\kappa\ll Zc\) for an atom of size \(1/Z\). Is that a real restriction on \(\lambda\)?

**A.** It is sufficient, and a weaker condition is enough. The dipole approximation replaces \(\mathbf j_{na}\) by \(\mathbf p_{na}\). What it neglects can be isolated exactly: \(\frac12\{\mathbf p,e^{-i\mathbf k\cdot\mathbf r}\}=e^{-i\mathbf k\cdot\mathbf r}(\mathbf p-\mathbf k/2)\), and moving the exponentials through the resolvent gives, for the transverse part,
\[
\sum_n\frac{|\mathbf j_T|^2}{\omega+\Delta_n}=\Big\langle a\Big|\mathbf p_T\cdot\frac{1}{\omega+H-E_a-\mathbf k\cdot\mathbf p+k^2/2}\,\mathbf p_T\Big|a\Big\rangle ,
\]
and likewise for the longitudinal part with \(p_L-k/2\). The approximation drops \(-\mathbf k\cdot\mathbf p+k^2/2\) against \(\omega\). The first is smaller than \(\omega\) by the electron velocity over \(c\) and enters in second order after the angular average; the second is smaller by \(\kappa^2/2c^2\omega\), of order \(\lambda/c^2\) for \(\kappa\sim\lambda\). The term \(-k/2\) in the longitudinal numerators is dropped as well, although it can exceed \(p\). With the resolvent taken as \(1/\omega\) it gives \(k^2/4\omega-k\langle p_L\rangle/\omega\), which is the same for all states because \(\langle\mathbf p\rangle=0\). Its state dependence needs one factor \(\mathbf k\cdot\mathbf p/\omega\) from the resolvent in the cross term and two in the \(k^2/4\) term, and these are smaller than the \(p_L^2\) term by \(\kappa^2/c^2\omega\sim\lambda/c^2\) and by its square. The two schemes differ only at \(\kappa\sim\lambda\), so by this power counting the relative corrections to the conversion are of order \((Z\alpha)^2\) and \(\lambda/c^2\). I have counted these orders and not computed their coefficients for a bound state.

In the dipole limit the angular averages are \(\langle|\mathbf n\cdot\mathbf p|^2\rangle=\frac13|\mathbf p|^2\), because \(\langle n_in_j\rangle\) is isotropic with trace one, and \(\frac23|\mathbf p|^2\) for the transverse rest. The state-dependent part of (1) becomes
\[
\Delta E_a=-\frac{2\alpha^3}{3\pi}\int\frac{\kappa^2d\kappa}{\omega}\Big(1+\frac{\lambda^2}{2\omega^2}\Big)\sum_n\frac{|\mathbf p_{na}|^2}{\omega+\Delta_n}. \tag{3}
\]
The factor \(\frac12\) is the ratio of \(\frac13\) to \(\frac23\).

**Q.** This diverges linearly, and you will call the divergence mass renormalization. But with a photon mass the subtraction depends on \(\lambda\). How do I know it is still a mass shift and not something you are discarding?

The four massive fields have been shown to act on level differences as two transverse modes plus one longitudinal mode of weight \(\lambda^2/\omega^2\), which in the dipole limit gives (3). It remains to show that the \(\lambda\)-dependent subtraction is a mass shift, and to evaluate the integrals that relate \(\lambda\) to \(\varepsilon\).
